**Phase-space count of hydrogenic bound states against the exact shell sum**

For $H=p^2/2-Z/r$ in Hartree atomic units (fixed nucleus, no spin), the volume of the region $H\le-\epsilon$ divided by $(2\pi)^3$ is $W=N^3/3$ with $N=Z/\sqrt{2\epsilon}$, while the number of states with $E\le-\epsilon$ is $S=\sum_{n\le M}n^2$ with $M=\lfloor N\rfloor$. Their difference is $D=S-W=-N^2B_1(\theta)+NB_2(\theta)-B_3(\theta)/3$, where $\theta=N-M$ and $B_k$ are Bernoulli polynomials. The program asserts the cell rule by a lattice count, $W=N^3/3$ by quadrature in three orderings, the radial action $J(L)=N-L$ at angular momentum $L$, and the bound on the part of $W$ from $r<1/Z$. It asserts the energies, the number of levels per $l$ and the counts by finite-difference diagonalization of the radial equation for $Z=1$ and $Z=3$. It asserts the formula for $D$ symbolically and against enumerated states, together with the bound $|D|\le N^2/2+N/6$ and the values of $D$ at the top, midpoint and end of a shell, its shell mean and its zero. For hydrogen at $\epsilon=0.0048$, $0.0045$ and $0.0042$ hartree the output gives $S=385$ against $W=354.38$, $390.40$ and $432.97$, and a table shows $S/W$ approaching 1 for $M$ from 1 to 100.

## Numerical check

```python
# Result under test (Hartree atomic units, H = p^2/2 - Z/r, fixed nucleus, no spin):
#   W = vol{H <= -eps}/(2 pi)^3 = N^3/3,  N = Z/sqrt(2 eps)  (real number)
#   S = number of quantum states with E <= -eps = sum_{n<=M} n^2,  M = floor(N)
#   D = S - W = -N^2 B1(th) + N B2(th) - B3(th)/3,  th = N - M, B_k Bernoulli polynomials
#   J(L) = (1/pi) int p_r dr = N - L  (radial action at angular momentum L, energy -eps)
import numpy as np
import sympy as sp
import mpmath as mp
from scipy.integrate import quad
from scipy.linalg import eigvalsh_tridiagonal
from scipy.optimize import brentq
from scipy.constants import physical_constants

EV = physical_constants['Hartree energy in eV'][0]
pi = np.pi

def N_of(Z, eps): return Z / np.sqrt(2 * eps)

def W_momentum_first(Z, eps, rcut=None):
    f = lambda r: 4*mp.pi*r**2 * 4*mp.pi/3 * max(2*(Z/r - eps), 0)**1.5
    top = Z/eps if rcut is None else rcut
    return float(mp.quad(f, [0, top/2, top]) / (2*mp.pi)**3)

def W_position_first(Z, eps):
    f = lambda p: 4*mp.pi*p**2 * 4*mp.pi/3 * (Z/(eps + p*p/2))**3
    s = np.sqrt(eps)
    return float(mp.quad(f, [0, s, 10*s, mp.inf]) / (2*mp.pi)**3)

def radial_action(Z, eps, L):
    r1, r2 = np.sort(np.roots([-2*eps, 2*Z, -L*L]).real)
    c, d = (r1 + r2)/2, (r2 - r1)/2
    def f(t):
        r = c - d*np.cos(t)
        return np.sqrt(max(2*Z/r - 2*eps - L*L/r**2, 0.0)) * d*np.sin(t)
    return quad(f, 0, pi, limit=200, epsabs=1e-9, epsrel=1e-9)[0] / pi

def count_enumerated(N):
    top = int(N) + 2
    return sum(2*l + 1 for l in range(top) for k in range(top) if k + l + 1 <= N)

def radial_levels(Z, Nmax):
    h = 0.02/Z
    r = h*np.arange(1, int((5*Nmax**2 + 40)/Z/h))
    off = np.full(len(r) - 1, -0.5/h**2)
    return [eigvalsh_tridiagonal(1/h**2 + l*(l+1)/(2*r*r) - Z/r, off, select='v',
            select_range=(-Z*Z, -Z*Z/(2*Nmax**2))) for l in range(int(Nmax) + 3)]

def count_diag(levels, eps):
    return sum((2*l + 1)*int(np.sum(e <= -eps)) for l, e in enumerate(levels))

def D_terms(N):
    t = N - np.floor(N)
    return -N*N*(t - 0.5), N*(t*t - t + 1/6), -(t**3 - 1.5*t*t + 0.5*t)/3

# cell rule: plane waves p = 2 pi k / a with |k| <= R against a^3 (4 pi/3) P^3/(2 pi)^3
R = 40.3
k = np.arange(-41, 42)
lattice = int(np.sum(k[:, None, None]**2 + k[None, :, None]**2 + k[None, None, :]**2 <= R*R))
ball = 4*pi/3*R**3
assert abs(lattice/ball - 1) < 5e-3   # lattice fluctuation at finite R
print(f"cell rule: |k|<={R}: lattice {lattice} states, volume rule {ball:.0f} states")

I = float(mp.quad(lambda x: mp.sqrt(x)*(1 - x)**1.5, [0, 0.5, 1]))
assert abs(I - pi/16) < 1e-12
print(f"integral I = {I:.8f} (dimensionless), pi/16 = {pi/16:.8f}")

# volume in three orderings, radial action, core part
core_bound = 8*np.sqrt(2)/(9*pi)
for Z, eps in [(1, 0.0045), (3, 0.1), (2.5, 1.7)]:
    N = N_of(Z, eps)
    assert abs(W_momentum_first(Z, eps)/(N**3/3) - 1) < 1e-9
    assert abs(W_position_first(Z, eps)/(N**3/3) - 1) < 1e-9
    for frac in (0.05, 0.4, 0.9):
        assert abs(radial_action(Z, eps, frac*N) - (1 - frac)*N) < 1e-6*N
    Lmax = brentq(lambda L: Z*Z - 2*eps*L*L, 0, 1e3)   # turning points merge
    WL = quad(lambda L: 2*L*radial_action(Z, eps, L), 0, Lmax, epsrel=1e-7)[0]
    assert abs(WL/(N**3/3) - 1) < 1e-5
    assert W_momentum_first(Z, eps, 1/Z) < core_bound
assert abs(W_momentum_first(2, 1e-6, 1.5)/(core_bound*3**1.5) - 1) < 1e-5

# spectrum, levels per l and counts by diagonalization (grid error ~ (Zh)^2/4 relative)
levels = {1: radial_levels(1, 11.5), 3: radial_levels(3, 7.5)}
worst = 0.0
for Z, nmax in ((1, 11), (3, 7)):
    for l, e in enumerate(levels[Z]):
        assert len(e) == max(nmax - l, 0)
        if len(e):
            n = np.arange(len(e)) + l + 1
            worst = max(worst, np.max(np.abs(e/(-Z*Z/(2*n*n)) - 1)))
    for N in np.arange(0.6, nmax + 0.4, 0.25):
        M = int(N)
        assert count_diag(levels[Z], Z*Z/(2*N*N)) == M*(M+1)*(2*M+1)//6
assert worst < 1e-3
print(f"largest relative error of grid energies vs -Z^2/2n^2: {worst:.1e}")

# symbolic identity
n_, M_, N_, t_ = sp.symbols('n M N t')
Ssym = sp.summation(n_**2, (n_, 1, M_))
rhs = N_**3/3 - N_**2*sp.bernoulli(1, t_) + N_*sp.bernoulli(2, t_) - sp.bernoulli(3, t_)/3
assert sp.expand(Ssym.subs(M_, N_ - t_) - rhs) == 0

# enumerated states against the expansion, the bound and the special points
for N in np.linspace(0.05, 30.0, 700):
    D = count_enumerated(N) - N**3/3
    assert abs(D - sum(D_terms(N))) < 1e-8
    assert abs(D) <= N*N/2 + N/6 + 1e-8
for M in (1, 2, 5, 10, 20):
    a, K = M + 0.5, M + 1
    Dn = lambda N: count_enumerated(N) - N**3/3
    assert abs(Dn(M) - (M*M/2 + M/6)) < 1e-8
    assert abs(Dn(K - 1e-10) - (-K*K/2 + K/6)) < 1e-6
    assert abs(Dn(a) + a/12) < 1e-8
    assert abs(quad(Dn, M, K)[0] + a/6) < 1e-7
    assert abs(brentq(Dn, M, K - 1e-9) - (a - 1/(12*a))) < 1/(100*a**3)

# worked example: hydrogen
Z = 1
print("hydrogen, Z = 1, fixed nucleus, spinless counts")
for eps in (0.0048, 0.0045, 0.0042):
    N, W, S = N_of(Z, eps), W_momentum_first(Z, eps), count_diag(levels[1], eps)
    assert abs(S - W - sum(D_terms(N))) < 1e-6
    print(f"eps = {eps} hartree = {eps*EV:.4f} eV: N = {N:.4f}, theta = {N % 1:.4f}")
    print(f"  S = {S} states, W = {W:.2f} states, D = {S-W:+.2f} states, D/W = {100*(S-W)/W:+.2f} %")
    print(f"  bound on |D|/W = {100*(1.5/N + 0.5/N**2):.2f} %")
eps = 0.0045
N = N_of(Z, eps)
print(f"details at eps = {eps} hartree")
print(f"  outer radius Z/eps = {Z/eps:.2f} bohr")
print(f"  E_10 = {levels[1][0][9]:.6f} hartree, E_11 = {levels[1][0][10]:.6f} hartree (grid)")
print(f"  phase-space volume = {W_position_first(Z, eps)*(2*pi)**3:.1f} hbar^3, cell = {(2*pi)**3:.3f} hbar^3")
print("  terms of D (N^2, N, const) = %+.3f, %+.3f, %+.4f states" % D_terms(N))
print(f"  core r < 1/Z: {W_momentum_first(Z, eps, 1/Z):.4f} states, bound {core_bound:.4f} states")
print(f"  J(L=3.5) = {radial_action(Z, eps, 3.5):.4f} hbar, N - L = {N-3.5:.4f} hbar")
print(f"  with spin: S = {2*count_diag(levels[1], eps)} states, W = {2*W_momentum_first(Z, eps):.2f} states")
Dn = lambda x: count_enumerated(x) - x**3/3
Nc = brentq(Dn, 10, 11 - 1e-9)
print("shell M = 10")
print(f"  D at top = {Dn(10):+.3f}, midpoint = {Dn(10.5):+.3f}, below 11 = {Dn(11-1e-10):+.3f} states")
print(f"  shell mean of D = {quad(Dn, 10, 11)[0]:+.3f} states")
print(f"  crossing N* = {Nc:.5f}, a - 1/(12a) = {10.5-1/126:.5f}, eps* = {Z*Z/(2*Nc*Nc):.6f} hartree")
print("M, S (states), W at N=M (states), S/W at N = M, M+1/2, just below M+1")
for M in (1, 2, 5, 10, 20, 50, 100):
    S = count_enumerated(M)
    print(f"  {M:3d} {S:6d} {M**3/3:10.2f} {3*S/M**3:.4f} {3*S/(M+0.5)**3:.6f} {3*S/(M+1)**3:.4f}")
print("no test failed")
```

It prints:

```
cell rule: |k|<=40.3: lattice 273977 states, volume rule 274160 states
integral I = 0.19634954 (dimensionless), pi/16 = 0.19634954
largest relative error of grid energies vs -Z^2/2n^2: 1.0e-04
hydrogen, Z = 1, fixed nucleus, spinless counts
eps = 0.0048 hartree = 0.1306 eV: N = 10.2062, theta = 0.2062
  S = 385 states, W = 354.38 states, D = +30.62 states, D/W = +8.64 %
  bound on |D|/W = 15.18 %
eps = 0.0045 hartree = 0.1225 eV: N = 10.5409, theta = 0.5409
  S = 385 states, W = 390.40 states, D = -5.40 states, D/W = -1.38 %
  bound on |D|/W = 14.68 %
eps = 0.0042 hartree = 0.1143 eV: N = 10.9109, theta = 0.9109
  S = 385 states, W = 432.97 states, D = -47.97 states, D/W = -11.08 %
  bound on |D|/W = 14.17 %
details at eps = 0.0045 hartree
  outer radius Z/eps = 222.22 bohr
  E_10 = -0.005000 hartree, E_11 = -0.004132 hartree (grid)
  phase-space volume = 96840.0 hbar^3, cell = 248.050 hbar^3
  terms of D (N^2, N, const) = -4.547, -0.861, +0.0034 states
  core r < 1/Z: 0.3985 states, bound 0.4001 states
  J(L=3.5) = 7.0409 hbar, N - L = 7.0409 hbar
  with spin: S = 770 states, W = 780.81 states
shell M = 10
  D at top = +51.667, midpoint = -0.875, below 11 = -58.667 states
  shell mean of D = -1.750 states
  crossing N* = 10.49206, a - 1/(12a) = 10.49206, eps* = 0.004542 hartree
M, S (states), W at N=M (states), S/W at N = M, M+1/2, just below M+1
    1      1       0.33 3.0000 0.888889 0.3750
    2      5       2.67 1.8750 0.960000 0.5556
    5     55      41.67 1.3200 0.991736 0.7639
   10    385     333.33 1.1550 0.997732 0.8678
   20   2870    2666.67 1.0762 0.999405 0.9297
   50  42925   41666.67 1.0302 0.999902 0.9708
  100 338350  333333.33 1.0151 0.999975 0.9852
no test failed
```
